Intrinsic diffusivities from interdiffusivity and Kirkendall marker velocity

**Problem**

Two metals A and B form a single-phase substitutional alloy, and B diffuses along z in a composition gradient. At one plane and one instant the following are known:

- atomic fraction of B: x_B = 0.25
- interdiffusivity: D̃ = 1.0 × 10⁻¹⁴ m²/s
- velocity of inert markers fixed to the lattice: v = 2.0 × 10⁻¹¹ m/s
- composition gradient: g = dx_B/dz = 2000 per metre

Find the intrinsic diffusivities D_A and D_B. Both v and g are positive, so the markers move towards the B-rich side. The velocity is measured relative to an end of the sample that diffusion has not reached.

Assume that A and B atoms have the same constant volume, that diffusion is one-dimensional, and that vacancies are created and removed wherever needed, so that no pores form and the number of lattice sites per volume stays constant.

**Hints**

1. There are two frames of reference. In one, an observer sits on a lattice plane and counts atoms hopping past. In the other, the observer sits at the unaffected end of the sample. Which diffusivities belong to which frame?

2. Since x_A + x_B = 1, the gradient of A is fixed by that of B. Watch its sign.

3. In the outer frame equal numbers of A and B atoms must cross any plane in opposite directions. What does this say about the lattice velocity if the two species hop at different rates?

4. Write the flux of B in the outer frame as hopping plus transport by the moving lattice. Compare it with the definition of D̃.

5. You now have two linear equations for two unknowns. Before accepting the answer, ask which side the faster species is leaving.

**Full solution**

*Fluxes seen from the lattice.* Let c be the total number of atoms per volume. It is constant, because the atomic volumes are equal and the small vacancy fraction is neglected. The intrinsic diffusivities are defined by the fluxes relative to the local lattice planes:

J_B = −c D_B dx_B/dz = −c D_B g

J_A = −c D_A dx_A/dz = +c D_A g

The plus sign in the second line comes from dx_A/dz = −dx_B/dz = −g. The species move in opposite directions, and unless D_A = D_B their fluxes do not cancel.

*Marker velocity.* In the outer frame each species is also carried by the lattice, which adds c x_A v and c x_B v to the two fluxes. The total is

J_A + J_B + c (x_A + x_B) v = J_A + J_B + c v

This total must vanish. Because c is constant in time, the net number of atoms entering any slab equals the number leaving it, so the total flux is the same at every z. At the unaffected end it is zero, hence it is zero everywhere. Therefore

v = −(J_A + J_B)/c = −(D_A g − D_B g) = (D_B − D_A) g      (1)

*Interdiffusivity.* In the outer frame the flux of B, written J′_B, defines D̃ through J′_B = −c D̃ g. It is also the sum of hopping and transport:

J′_B = J_B + c x_B v
= −c D_B g + c x_B (D_B − D_A) g
= −c [(1 − x_B) D_B + x_B D_A] g

Comparing the two expressions, with 1 − x_B = x_A, gives

D̃ = x_B D_A + x_A D_B      (2)

Each diffusivity is weighted by the fraction of the other species. The dilute limit shows why. When x_B tends to zero, the lattice carries hardly any B along, so the transport term drops out and D̃ tends to D_B. Equations (1) and (2) are Darken's equations.

*Solving for the unknowns.* From (1), D_B = D_A + v/g. Put this into (2):

D̃ = x_B D_A + x_A D_A + x_A v/g = D_A + x_A v/g

so that

D_A = D̃ − x_A v/g      (3)

Adding v/g and using 1 − x_A = x_B gives

D_B = D̃ + x_B v/g      (4)

The solution is unique as long as g is not zero. Where the profile is flat, the markers stand still and carry no information about the difference.

*Numbers.* The difference of the two diffusivities is

v/g = (2.0 × 10⁻¹¹ m/s)/(2000 m⁻¹) = 1.0 × 10⁻¹⁴ m²/s

and therefore

D_A = 1.0 × 10⁻¹⁴ − 0.75 × 1.0 × 10⁻¹⁴ = 2.5 × 10⁻¹⁵ m²/s

D_B = 1.0 × 10⁻¹⁴ + 0.25 × 1.0 × 10⁻¹⁴ = 1.25 × 10⁻¹⁴ m²/s

B is five times as fast as A. Putting the values back into (2) gives 0.25 × 2.5 × 10⁻¹⁵ + 0.75 × 1.25 × 10⁻¹⁴ = 1.0 × 10⁻¹⁴ m²/s, as required.

*Reading the signs.* Dividing the fluxes by c turns them into velocities, here in pm/s:

- Relative to the lattice: A +5, B −25, sum −20.
- Lattice velocity: +20.
- Outer frame, A: 5 + 0.75 × 20 = +20.
- Outer frame, B: −25 + 0.25 × 20 = −20.

B leaves the B-rich side faster than A enters it. Relative to the lattice there is a net flow of atoms towards −z and an equal flow of vacancies towards +z. Lattice sites are created where the vacancy flow grows along z and removed where it falls. The planes in between shift towards +z, the side that the faster species is leaving. This is the Kirkendall effect.

*Limits on the data.* Suppose that the alloy is stable against unmixing and that correlations between the hops of A and B atoms can be neglected. Each species then drifts down its own composition gradient, and neither intrinsic diffusivity can be negative. Equation (3) then requires v ≤ g D̃/x_A, and equation (4) requires v ≥ −g D̃/x_B. For the given g and D̃,

−8.0 × 10⁻¹¹ m/s ≤ v ≤ 2.67 × 10⁻¹¹ m/s

At the upper end A does not move at all relative to the lattice. At v = 0 both diffusivities equal D̃. The given velocity is three quarters of the upper limit, so D_A is a small remainder left by a subtraction.

*Sensitivity.* That subtraction makes D_A the less certain result. The changes below are relative to the answers above, with the other data held fixed.

- If v is 10% larger, D_A falls by 30% and D_B rises by 2%.
- If D̃ is 10% larger, D_A rises by 40% and D_B rises by 8%.

An error in the gradient can behave differently. If D̃ was itself obtained by dividing a measured flux by the same g, then D̃ and v/g both scale as 1/g. So do D_A and D_B, and the relative error is not amplified.

**Where the velocity comes from**

The v in equation (1) is an instantaneous velocity, whereas an experiment often yields a displacement. Suppose two long blocks are joined at z = 0, with a marker at the contact plane, and the diffusivities depend on composition alone. The profile then depends on z and t through z/√t, so its gradient has the form (1/√t) times a function of z/√t. By (1) the lattice velocity has the same form. A marker that starts at z = 0 can follow z_K = K√t with constant K, and differentiation gives

v = dz_K/dt = K/(2√t) = z_K/(2t)

The same scaling yields D̃ from a measured profile. At fixed z/√t the composition is constant, so ∂x_B/∂t = −(z/2t) ∂x_B/∂z. Conservation of B in the outer frame then reads

−(z/2t) ∂x_B/∂z = ∂/∂z (D̃ ∂x_B/∂z)

Integrating from the left end, where the gradient vanishes, to the plane with composition x* gives the Boltzmann–Matano formula

D̃(x*) g = −(1/2t) ∫ z dx_B

with the integral taken from the left-end composition to x*.

To see a case that produces the data of the problem, take a couple with x_B = 0 on the left and x_B = 0.5 on the right, and give it the constant values of D_A and D_B found above. The profile was computed by finite volumes, with thin cells whose walls move with the lattice. Atoms cross the walls according to the two intrinsic flux laws, and each cell is as wide as its atoms require. Equations (1) and (2) are not put in.

After 5.75 days the gradient at x_B = 0.25 has fallen to 1998 per metre. The cell walls there move at 2.00 × 10⁻¹¹ m/s, and the Boltzmann–Matano formula gives D̃ = 1.00 × 10⁻¹⁴ m²/s.

The contact marker has then moved 20.1 μm. Its velocity is 2.02 × 10⁻¹¹ m/s, equal to z_K/(2t). The mean velocity z_K/t is 4.04 × 10⁻¹¹ m/s. Used in equation (3) with the given data, this mean would exceed the upper limit and make D_A negative. The contact marker sits at x_B = 0.28, not at 0.25, so in a real evaluation D̃ and g must be taken at the marker's own composition.

**Variation 1: the markers move the other way**

Keep D̃, x_B and g, but let v = −2.0 × 10⁻¹¹ m/s. Then v/g = −1.0 × 10⁻¹⁴ m²/s, and equations (3) and (4) give

D_A = 1.0 × 10⁻¹⁴ + 0.75 × 10⁻¹⁴ = 1.75 × 10⁻¹⁴ m²/s

D_B = 1.0 × 10⁻¹⁴ − 0.25 × 10⁻¹⁴ = 7.5 × 10⁻¹⁵ m²/s

Now A is faster, and the lattice moves towards the A-rich side. The two answers have not simply changed places, because the weights 0.25 and 0.75 in (2) are unequal. A marker speed quoted without its direction therefore leaves two possible solutions here, both with positive diffusivities.

**Variation 2: unequal atomic volumes, palladium and silver**

Let A be palladium and B silver, both face-centred cubic, with rough lattice parameters of 0.39 and 0.41 nm. Keep the given D̃, v and g, and suppose that the atomic volumes V_A and V_B stay constant and add up in the alloy. How do the answers change?

The mean atomic volume is V_m = x_A V_A + x_B V_B, and the concentrations are c_A = x_A/V_m and c_B = x_B/V_m. They satisfy V_A c_A + V_B c_B = 1. Writing a prime on c for d/dz, we have V_A c_A′ = −V_B c_B′. The intrinsic fluxes are now J_A = −D_A c_A′ and J_B = −D_B c_B′, and it is the net volume flow that vanishes in the outer frame:

V_A J_A + V_B J_B + v = 0

v = V_A D_A c_A′ + V_B D_B c_B′ = V_B (D_B − D_A) c_B′

Since V_m = V_A + x_B (V_B − V_A), the quotient rule gives

c_B′ = [V_m − x_B (V_B − V_A)] g/V_m² = V_A g/V_m²

and hence

D_B − D_A = (v/g) V_m²/(V_A V_B)

With the volume fractions φ_B = c_B V_B and φ_A = 1 − φ_B, the flux of B in the outer frame is

J_B + c_B v = −D_B c_B′ + φ_B (D_B − D_A) c_B′ = −(φ_A D_B + φ_B D_A) c_B′

The bracket is D̃, so volume fractions replace atomic fractions in (2), and likewise in the solution:

D_A = D̃ − φ_A (D_B − D_A),  D_B = D̃ + φ_B (D_B − D_A)

For the numbers, V_B/V_A = (0.41/0.39)³ = 1.162 and V_m/V_A = 0.75 + 0.25 × 1.162 = 1.040. The difference D_B − D_A becomes 0.932 × 10⁻¹⁴ m²/s, and φ_A = 0.721. Then

D_A = 1.0 × 10⁻¹⁴ − 0.721 × 0.932 × 10⁻¹⁴ = 3.3 × 10⁻¹⁵ m²/s

D_B = 1.0 × 10⁻¹⁴ + 0.279 × 0.932 × 10⁻¹⁴ = 1.26 × 10⁻¹⁴ m²/s

D_A rises by 31% and D_B by 0.8%, relative to the equal-volume answers. With these data, a difference of about 5% in lattice parameter is thus enough to matter for D_A, because D_A is a small remainder left by a subtraction.

The diffusivities and the velocity in this sheet are round exercise values, not measurements on palladium–silver. In a real couple the assumption of perfect vacancy removal can also fail, leaving pores. In the computed couple with equal volumes, the vacancy flow that has passed the contact marker amounts to a layer 20 μm thick, equal to the marker shift. If a tenth of it stayed behind as pores, with the flow held fixed, the pore volume would equal a layer of 2 μm. The two ends of the sample would then move apart, so it matters from which end the velocity is measured. In this couple the vacancy flow is largest at the contact marker, so sites are removed, and pores would form, only on its B-rich side. With the flow held fixed, the velocity measured from the A-rich end is unchanged, while the velocity measured from the B-rich end is about 10% smaller. If the velocity without pores would be 2.0 × 10⁻¹¹ m/s, and D̃ and g were unaffected, a value 10% smaller in equation (3) would put D_A 30% too high. The sample should therefore be inspected for pores before a value of D_A is trusted.
